# The open-shell O2 determinant midway between triplet and singlet delta

An oxygen plasma contains O$_2$ molecules in the ground state $^3\Sigma_g^-$ and in the low-lying metastable state $^1\Delta_g$, which stores electronic energy and can carry it to a surface. A model of such a plasma needs the energy difference between the two. Many electronic-structure methods work with a single determinant, and an obvious candidate for the singlet places one spin-up electron in one antibonding $\pi^*$ orbital and one spin-down electron in the other. That determinant has equal numbers of up and down spins, but it is not a singlet. With frozen orbitals its energy lies halfway between those of the two states, so the excitation energy is twice what a direct subtraction gives.

## The two electrons and their core

The nuclei are fixed and the Hamiltonian $H$ contains no spin operators. Atomic units are used in the algebra. The molecular axis is $z$, and $\varphi$ is the azimuthal angle about it. The two degenerate $\pi^*$ orbitals are taken real and normalized:

$$
x=R\cos\varphi,\qquad y=R\sin\varphi, \tag{1}
$$

where $R$ is a real function of the distance from the axis and of $z$. They are orthogonal because $\cos\varphi\sin\varphi$ integrates to zero. The other fourteen electrons doubly occupy seven core orbitals, which together form a closed shell that rotation about the axis and reflection through it leave unchanged. "Frozen orbitals" means that the same core and the same $x,y$ are used for every state.

An open-shell electron of either spin feels the Coulomb repulsion of both electrons in a core orbital $c$, and exchange with the one of its own spin. Its effective one-electron operator is therefore

$$
f=h+\sum_c(2\hat J_c-\hat K_c), \tag{2}
$$

with $h$ the kinetic energy plus nuclear attraction, and $\hat J_c,\hat K_c$ the Coulomb and exchange operators of $c$. It is the same for both spins because the core is closed. The problem reduces to two electrons with

$$
H=E_c+f(1)+f(2)+\frac1{r_{12}}, \tag{3}
$$

where $E_c$ is the core energy including nuclear repulsion. Axial symmetry gives $\langle x|f|x\rangle=\langle y|f|y\rangle=\varepsilon$, and reflection $\varphi\to-\varphi$ gives $\langle x|f|y\rangle=0$. Let $A=E_c+2\varepsilon$. With the notation

$$
(pq|rs)=\iint\frac{p(1)q(1)\,r(2)s(2)}{r_{12}}\,d^3r_1\,d^3r_2 , \tag{4}
$$

the required integrals are $J_{xx}=(xx|xx)=J_{yy}$, $J_{xy}=(xx|yy)$ and $K=(xy|xy)$. The last is the Coulomb energy of the charge distribution $xy$ with itself, apart from the usual factor $1/2$, and is positive.

## Energy and spin of the determinant

Let $\alpha$ and $\beta$ denote spin up and down. The determinant in question and its spin-exchanged partner are, with the core left unwritten,

$$
\begin{aligned}
D&=\tfrac1{\sqrt2}\left[x(1)y(2)\,\alpha(1)\beta(2)-y(1)x(2)\,\beta(1)\alpha(2)\right],\\
D'&=\tfrac1{\sqrt2}\left[y(1)x(2)\,\alpha(1)\beta(2)-x(1)y(2)\,\beta(1)\alpha(2)\right].
\end{aligned} \tag{5}
$$

The two spin products are orthogonal and $H$ does not act on spin, so each contributes separately. In $\langle D|H|D\rangle$ each has weight $1/2$ and gives $A+J_{xy}$:

$$
\langle D|H|D\rangle=\langle D'|H|D'\rangle=A+J_{xy}. \tag{6}
$$

There is no exchange term, because the open-shell electrons have opposite spins.

In the coupling $\langle D|H|D'\rangle$ the constant and one-electron terms vanish, since each contains an overlap $\langle x|y\rangle=0$. The repulsion remains. The $\alpha\beta$ part gives $\tfrac12\langle x(1)y(2)|r_{12}^{-1}|y(1)x(2)\rangle=\tfrac12K$. The $\beta\alpha$ part carries two minus signs, which cancel, and gives the same. Hence

$$
\langle D|H|D'\rangle=+K. \tag{7}
$$

The sum and difference of the determinants separate into space and spin factors:

$$
\begin{aligned}
T_0&=\frac{D-D'}{\sqrt2}
=\tfrac12[x(1)y(2)-y(1)x(2)]\,[\alpha\beta+\beta\alpha],\\
S&=\frac{D+D'}{\sqrt2}
=\tfrac12[x(1)y(2)+y(1)x(2)]\,[\alpha\beta-\beta\alpha],
\end{aligned} \tag{8}
$$

where $\alpha\beta$ means $\alpha(1)\beta(2)$. The symmetric spin factor of $T_0$ is the triplet component with zero spin projection; the antisymmetric factor of $S$ is the singlet. From Eqs. (6) and (7),

$$
\begin{aligned}
E_T&=\tfrac12\left[2(A+J_{xy})-2K\right]=A+J_{xy}-K,\\
E_S&=\tfrac12\left[2(A+J_{xy})+2K\right]=A+J_{xy}+K.
\end{aligned} \tag{9}
$$

The triplet is lower because $K>0$. With frozen orbitals the two energies differ only in the electron repulsion, which is smaller in the triplet. Since $H$ is spin-free, $E_T$ is also the energy of the determinant with both open-shell spins up.

Adding the two lines of Eq. (8) gives $D=(T_0+S)/\sqrt2$. Therefore

$$
\langle D|H|D\rangle=\tfrac12E_T+\tfrac12E_S+\mathrm{Re}\,\langle T_0|H|S\rangle. \tag{10}
$$

The last term is zero. The total spin operator $\mathbf S^2$ commutes with $H$ and has eigenvalue 2 on $T_0$ and 0 on $S$, in units of $\hbar^2$. Thus

$$
0=\langle T_0|[\mathbf S^2,H]|S\rangle=(2-0)\langle T_0|H|S\rangle, \tag{11}
$$

and

$$
E_D=\frac{E_T+E_S}{2},\qquad
\langle D|\mathbf S^2|D\rangle=\tfrac12(2)+\tfrac12(0)=1. \tag{12}
$$

The energy $E_D$ is an expectation value, not a level of the molecule. In this model an energy measurement on $D$ would yield $E_T$ or $E_S$ with equal probability, so the standard deviation is $K$, half the distance between them.

Equation (12) uses the orthogonality of the two orbitals but not their degeneracy. For inequivalent orbitals, $A$ is replaced by $E_c+\langle x|f|x\rangle+\langle y|f|y\rangle$ and the same steps hold. What can then fail is the identification of $S$ with a physical state, because $S$ may mix with the doubly occupied configurations. In O$_2$ symmetry settles this point.

## Why the singlet is a delta state

Equation (1) turns the four spatial combinations into functions of the two azimuthal angles:

$$
\begin{aligned}
x(1)y(2)+y(1)x(2)&=R_1R_2\sin(\varphi_1+\varphi_2),\\
x(1)x(2)-y(1)y(2)&=R_1R_2\cos(\varphi_1+\varphi_2),\\
x(1)y(2)-y(1)x(2)&=R_1R_2\sin(\varphi_2-\varphi_1),\\
x(1)x(2)+y(1)y(2)&=R_1R_2\cos(\varphi_1-\varphi_2).
\end{aligned} \tag{13}
$$

When the molecule is turned by an angle $\chi$, both azimuths shift by $\chi$ and the argument in the first two lines shifts by $2\chi$. These functions carry two units of angular momentum about the axis and form the two components of $\Delta$. The last two lines are unchanged and are $\Sigma$ functions. Under $\varphi\to-\varphi$ the third changes sign and the fourth does not, which makes them $\Sigma^-$ and $\Sigma^+$. All four are even (g) under inversion, being products of two g orbitals.

The third function is antisymmetric in the electrons and belongs to the triplet; the others are symmetric and belong to singlets. So $T_0$ is $^3\Sigma_g^-$ and $S$ is one component of $^1\Delta_g$. The symmetry labels of the four functions differ, apart from the degenerate pair, whose members have opposite reflection parity. Hence $H$ does not mix them within this model, and

$$
\boxed{E_D=\tfrac12\left[E(^3\Sigma_g^-)+E(^1\Delta_g)\right]} \tag{14}
$$

for frozen, real, orthogonal $\pi^*$ orbitals.

The second $\Delta$ component fixes a relation between the integrals. The normalized spatial functions $[x(1)x(2)\mp y(1)y(2)]/\sqrt2$ have energies

$$
A+\tfrac12(J_{xx}+J_{yy})\mp K=A+J_{xx}\mp K, \tag{15}
$$

since the cross term is $\langle x(1)x(2)|r_{12}^{-1}|y(1)y(2)\rangle=K$. A rotation by $\pi/4$ turns one $\Delta$ component into the other, so the upper sign must agree with $E_S$ in Eq. (9):

$$
J_{xx}-K=J_{xy}+K
\quad\Longrightarrow\quad
J_{xx}-J_{xy}=2K. \tag{16}
$$

The lower sign then gives $E(^1\Sigma_g^+)=A+J_{xy}+3K$. Measured from the triplet, the frozen model has

$$
E(^3\Sigma_g^-)=0,\quad E_D=K,\quad E(^1\Delta_g)=2K,\quad E(^1\Sigma_g^+)=4K. \tag{17}
$$

The excitation energy follows from two determinants as $E(^1\Delta_g)-E_T=2(E_D-E_T)$.

## Other choices of the two orbitals

The choice of real axes cannot matter in an axially symmetric molecule. Let the orbitals be turned by $\theta$. The spatial factor that multiplies $\alpha(1)\beta(2)$ becomes

$$
R_1R_2\cos(\varphi_1-\theta)\sin(\varphi_2-\theta)
=\tfrac12R_1R_2\left[\sin(\varphi_1+\varphi_2-2\theta)+\sin(\varphi_2-\varphi_1)\right]. \tag{18}
$$

The first term is a $\Delta$ function for every $\theta$, the second is $\Sigma^-$, and their weights stay equal.

Orthogonality does matter. Put the up spin in $x$ and the down spin in a real $\pi^*$ orbital turned from it by $\gamma$. The spatial factor is

$$
\begin{aligned}
R_1R_2\cos\varphi_1\cos(\varphi_2-\gamma)
=\tfrac12R_1R_2\big[&\cos(\varphi_1+\varphi_2-\gamma)
+\cos\gamma\cos(\varphi_1-\varphi_2)\\
&+\sin\gamma\sin(\varphi_2-\varphi_1)\big].
\end{aligned} \tag{19}
$$

The three angular functions have equal norms, so the weights of $\Delta$, $\Sigma^+$ and $\Sigma^-$ are $\tfrac12$, $\tfrac12\cos^2\gamma$ and $\tfrac12\sin^2\gamma$. With the levels of Eq. (17), the energy above the triplet is

$$
\tfrac12(2K)+\tfrac12\cos^2\gamma\,(4K)=K+2K\cos^2\gamma. \tag{20}
$$

For $\gamma=\pi/2$ this is $K$, the midpoint of Eq. (14). For $\gamma=0$ both electrons occupy $x$, and the energy is $3K$, midway between $^1\Delta_g$ and $^1\Sigma_g^+$. Among these real determinants the orthogonal choice has the lowest energy. Their one-electron energies are equal, so it is the one with the smallest Coulomb repulsion between the two electrons.

The word "real" is also needed. The complex orbitals $\pi_\pm=(x\pm iy)/\sqrt2=Re^{\pm i\varphi}/\sqrt2$ are orthogonal too, but

$$
\pi_+(1)\pi_-(2)=\tfrac12R_1R_2
\left[\cos(\varphi_1-\varphi_2)-i\sin(\varphi_2-\varphi_1)\right]. \tag{21}
$$

This determinant is half $^1\Sigma_g^+$ and half $^3\Sigma_g^-$. Its energy above the triplet is $\tfrac12(4K)+\tfrac12(0)=2K$. The value coincides with that of $^1\Delta_g$, although the state contains no $\Delta$ part. By contrast, two opposite spins in the same orbital $\pi_+$ have the spatial function $\tfrac12R_1R_2e^{i(\varphi_1+\varphi_2)}$, which is a pure $^1\Delta_g$ component. A single determinant can therefore represent the singlet in this model if complex orbitals are allowed.

## Numbers for O$_2$

Take a bond length of 1.21 angstrom, a rounded value close to that of the ground state. The orbitals come from a restricted open-shell Hartree–Fock (ROHF) calculation of the triplet, which uses one set of spatial orbitals for both spins, in the cc-pVTZ basis. The orbitals are symmetry-adapted, as the derivation requires; if all symmetry constraints are dropped, an ROHF solution about 0.01 eV lower exists. The integrals are

$$
J_{xx}=16.821\ \text{eV},\qquad J_{xy}=15.527\ \text{eV},\qquad K=0.647\ \text{eV}. \tag{22}
$$

The difference $16.821-15.527=1.294$ eV is $2K$, as Eq. (16) requires. Energies in the table are measured from the triplet. The state energies were obtained by diagonalizing the Hamiltonian of the four opposite-spin configurations, and the determinant energies from their density matrices.

| State or determinant | In $K$ | Energy (eV) |
|---|---:|---:|
| $D$: up in $x$, down in $y$ | 1 | 0.647 |
| $^1\Delta_g$ | 2 | 1.294 |
| up in $\pi_+$, down in $\pi_-$ | 2 | 1.294 |
| both spins in $x$ | 3 | 1.941 |
| $^1\Sigma_g^+$ | 4 | 2.588 |

The midpoint is $(0+1.294)/2=0.647$ eV, the energy of $D$. Reading $E_D-E_T$ as the excitation energy would give half the frozen-orbital gap. That gap is 1.294 eV, or 124.8 kJ/mol. It rises by 0.001 eV from cc-pVDZ to cc-pVTZ and falls by 0.002 eV when diffuse functions are added (aug-cc-pVTZ), so the basis is not its main source of error.

## What relaxation does to the midpoint

Suppose that $D$ and the triplet determinant are optimized separately, with different spatial orbitals for the two spins (unrestricted Hartree–Fock, UHF). Let their energies fall by $\lambda_D$ and $\lambda_T$ from the frozen values. Doubling the new difference gives

$$
2\left[(E_D-\lambda_D)-(E_T-\lambda_T)\right]=2K+2(\lambda_T-\lambda_D). \tag{23}
$$

The rule survives numerically if the two lowerings are equal. For O$_2$, with the optimization of $D$ started from the frozen determinant, they are $\lambda_D=0.5016$ eV and $\lambda_T=0.6164$ eV, so that

$$
1.294+2(0.6164-0.5016)=1.524\ \text{eV}. \tag{24}
$$

The lowerings are 78% and 95% of $K$, and the estimate depends on their partial cancellation. From cc-pVTZ to cc-pVQZ each lowering grows by about 0.02 eV and the estimate by 0.006 eV. The choice of solution matters more. The relaxed $D$ used here is a stationary point of the energy but not a minimum: another UHF determinant with equal numbers of up and down spins lies 0.05 eV lower, and using it reduces the estimate to about 1.42 eV. Using a relaxed $D$ with the frozen triplet would destroy the cancellation: $2(0.647-0.502)=0.29$ eV. Both energies must be treated in the same way.

The relaxed determinant used in Eq. (24) has $\langle\mathbf S^2\rangle=1.026$ instead of 1. Its core is no longer the same for both spins, so the decomposition into one triplet and one singlet with common orbitals, on which Eq. (12) rests, no longer holds. The calculation does not isolate the cause of $\lambda_T>\lambda_D$.

The singlet can instead be relaxed as a proper two-configuration state, $x(1)x(2)-y(1)y(2)$, with its orbitals reoptimized. Against the ROHF triplet its gap is 1.266 eV, which is 0.028 eV below the frozen value. In cc-pVDZ the corresponding lowering is 0.006 eV. The optimization imposed the symmetry of a rectangular box ($D_{2h}$), not full axial symmetry, and most of the cc-pVTZ lowering comes from this freedom. If real orbitals are instead optimized for the average energy of the two $\Delta$ components, which keeps the axial symmetry, the gap is 1.284 eV, only 0.010 eV below the frozen value. The value 1.266 eV falls by 0.004 eV in cc-pVQZ. These small lowerings belong to real orbitals. The determinant with both spins in $\pi_+$ can also be relaxed with complex orbitals, which lets core orbitals of opposite angular momentum differ while the density stays axially symmetric. Its gap against the same ROHF triplet is 1.076 eV (1.069 eV in cc-pVQZ), 0.22 eV below the frozen value. The size of the relaxation therefore depends on the constraint placed on the orbitals.

## Correlation and the plasma

A larger change comes from electron correlation. A complete-active-space self-consistent-field (CASSCF) calculation distributes eight electrons in all ways allowed by spin and symmetry over the six orbitals derived from the oxygen $2p$ shells, and optimizes the orbitals for each state. At the same bond length and in cc-pVTZ it gives a gap of 0.90 eV, with a shift of $-0.008$ eV from cc-pVDZ. The frozen value is higher by 0.39 eV, or 44% of the CASSCF gap. Correlation and relaxation are both included in this difference. The singlet orbitals were again constrained only to $D_{2h}$ symmetry; optimizing them for the average energy of the two $\Delta$ components raises the CASSCF gap by 0.01 eV, to 0.91 eV. The calculation still omits most of the short-range, or dynamic, correlation.

The measured excitation energy is roughly 1 eV. It refers to vibrational ground states, while the computed gaps are vertical, at one bond length, so the comparison is only approximate. It places the frozen model about 0.3 eV too high. Geometry has a small effect on the frozen gap: stretching the bond by 0.05 angstrom changes it by $-0.006$ eV. Spin–orbit coupling, also omitted, conserves the total angular momentum about the axis. That projection is $\pm2$ for $^1\Delta_g$ and $0,\pm1$ for $^3\Sigma_g^-$, so the two are not directly coupled.

For a processing plasma with gas at a rough temperature of 400 K, the thermal energy is $k_BT=0.0345$ eV. If the electronic states were in equilibrium with the gas, their population ratio would be

$$
\frac{n(^1\Delta_g)}{n(^3\Sigma_g^-)}\approx\frac23e^{-\Delta E/k_BT}, \tag{25}
$$

where $\Delta E$ is the gap, the factor counts two singlet and three triplet states, and differences in vibration and rotation are neglected. The CASSCF gap gives about $3\times10^{-12}$; the frozen gap gives about $3\times10^{-17}$. Either way, gas heating at this temperature produces a negligible population. In a discharge the state is excited by electron impact, and the equilibrium assumption behind Eq. (25) fails.

The electrons are far more energetic, typically at a few eV. If an excitation rate varies as $e^{-\Delta E/k_BT_e}$, with $T_e$ the electron temperature and the prefactor held fixed, then at $k_BT_e=3$ eV the excess of 0.39 eV over the CASSCF gap lowers the rate by a factor $e^{-0.39/3}\approx0.88$. This excess thus has a modest effect on the electron-impact factor, but it enters in full when the energy carried by each metastable molecule is counted.
